How Fast Gate Leakage Charges the Surface of a Transistor

QUESTION

A gallium nitride transistor is held off by a negative gate voltage. Its gate leaks 1 nA for every millimetre of gate width, and the leaking electrons are caught in traps on the surface, in a strip 0.5 µm long on the drain side of the gate. How long does it take to collect 5×10¹² electrons per square centimetre there? How does that time scale, what does the charge do to the transistor, and when does the estimate fail?

ANSWER

**The charge balance**

Let x run along the surface from the gate edge towards the drain, and let the gate have width W in the perpendicular direction. The strip occupies 0 < x < L. Write n(x,t) for the trapped electron density per unit area, e for the positive elementary charge and I′ for the magnitude of the leakage current per unit gate width. Assume for now that the leakage is constant, that every leaking electron is caught in the strip, that none is released, and that the strip starts empty.

In a time t the gate supplies the charge I′Wt. The strip holds e times the number of electrons in it. With nothing lost, the two are equal:

I′ W t = e W ∫₀ᴸ n(x,t) dx.

The width cancels. The integral equals L times the mean density, so the time t₀ at which the mean density reaches the target N follows on dividing by I′:

t₀ = e N L / I′.

The numbers are easiest to follow for one millimetre of gate. The strip has length 0.5 µm = 0.5×10⁻⁴ cm and width 1 mm = 0.1 cm, so the number of electrons is

5×10¹² cm⁻² × 0.5×10⁻⁴ cm × 0.1 cm = 2.5×10⁷.

Their charge is 2.5×10⁷ × 1.602×10⁻¹⁹ C = 4.0×10⁻¹² C, or 4.0 pC. At 1 nA this takes

t₀ = 4.0×10⁻¹² C / 10⁻⁹ A = 4.0 ms.

The time is proportional to the density and to the strip length, and inversely proportional to the leakage. With N and L held fixed and nothing released, 1 µA/mm would need 4 µs and 1 pA/mm would need 4 s. The uncertainty of the leakage therefore passes straight into the answer.

The balance fixes the mean density and says nothing about the profile. If the same electrons sat in the half of the strip nearest the gate, the density there would be 10¹³ cm⁻², reached after the same 4.0 ms.

The current is a stream of single electrons, but this matters little. If they arrive independently at mean rate r, each waiting time has mean 1/r and variance 1/r². The time for M arrivals then has mean M/r and standard deviation √M/r, a relative spread of 1/√M. A patch of the strip 1 µm wide holds M = 25,000 electrons, which gives 0.63 %.

**Short off intervals**

A switching transistor may be off for only 5 µs at a time. One such interval deposits

5×10¹² cm⁻² × 5 µs / 4.0 ms = 6.2×10⁹ cm⁻²,

about a thousandth of the target. It takes about 800 off intervals to reach the target, provided that little charge is released between them. If the on intervals also last 5 µs and supply no charge, the elapsed time is about 8 ms.

This gives the estimate a diagnostic use. Suppose that a strong loss of current appears after a single off pulse of 5 µs. A leakage that stayed at or below 1 nA/mm cannot have supplied 5×10¹² cm⁻² to an initially empty strip in that time. The loss then needs another explanation, such as charge from another source, a larger transient leakage, charge left by earlier pulses, or a cause other than charge in this strip.

**What the charge does to the channel**

The current flows in a thin electron layer, the channel, at a depth d below the surface. When the transistor is switched on, the trapped electrons remain for a while and repel electrons from the channel beneath them. The current is then lower than before the off period, which is called current collapse.

To find how much channel charge is lost, treat the channel as a grounded conducting plane and give the material one permittivity ε everywhere. This ignores the air above the surface and the metal of the gate. A line of charge −λ per unit length at height d has an image +λ at depth d below the plane. At horizontal distance x, each is at distance r = √(x²+d²) and produces a field of magnitude λ/(2πεr). The horizontal parts cancel on the plane. The vertical parts add, each carrying the factor d/r, so the total is

2 × λ/(2πεr) × d/r = λd/[πε(x²+d²)].

Multiplying by ε gives the positive charge induced per unit area, λd/[π(x²+d²)]. In the channel this positive charge is a shortage of electrons. For a uniform strip, the shortage below its centre is N times

∫ from −L/2 to L/2 of d/[π(x²+d²)] dx = (2/π) arctan(L/2d).

For the average over the strip, the distance u between a source point and a point in the channel occurs with weight 2(L−u)/L, the factor 2 counting both directions. Hence the average fraction is

(2/L) ∫₀ᴸ (L−u) d/[π(u²+d²)] du
= (2/π) arctan(L/d) − (d/πL) ln(1+L²/d²).

The first term comes from L in the bracket and the second from −u. Both fractions tend to 1 when L is much greater than d. With d = 20 nm they are 0.949 at the centre and 0.893 on average; the remaining shortage lies outside the strip. Air above the surface would raise these fractions to about 0.99 and 0.96, and would lower the current found below from 0.84 to about 0.81 A/mm.

Take an initial channel density of 10¹³ cm⁻². At the centre of the strip there remain

10¹³ − 0.949 × 5×10¹² = 5.3×10¹² cm⁻².

A rough ceiling on the current per unit width is the elementary charge times the channel density times the highest drift velocity. With 10⁷ cm/s, held fixed, it is 1.60 A/mm before charging and 0.84 A/mm afterwards. The chosen trapped density thus removes almost half of the current that this part of the channel can carry. The linear relation between trapped charge and lost current ends when the channel is nearly empty, because it then no longer acts as a conducting plane. Charge packed into half the strip would come close to that limit.

**When the leakage weakens or is only partly caught**

If a constant fraction η of the leakage is caught, the useful current is ηI′ and the time becomes t₀/η. Half capture gives 8.0 ms.

Trapped electrons can also reduce the field at the gate edge and so the leakage itself. As a simple model, let the current be I′exp(−au), where u = n/N is the mean density relative to the target and a is a constant. Charge balance gives

du/dt = exp(−au)/t₀.

Separating the variables and integrating from an empty strip gives

t/t₀ = ∫₀ᵘ exp(au′) du′ = [exp(au)−1]/a.

At u = 1 the fill time is t₀[exp(a)−1]/a. For small a the factor is approximately 1+a/2. If the leakage has fallen tenfold when the target is reached, then a = ln 10 = 2.303, the factor is 9/2.303 = 3.91, and the time is 15.7 ms. Solving the same relation for u gives

u = (1/a) ln(1 + at/t₀).

At late times each further factor of ten in time adds the same density. If this leakage is the sole supply and never exceeds its initial value, t₀ is the shortest possible fill time.

**When trapped electrons escape**

Let a trap lie an energy E below the conduction band. In equilibrium, electrons enter and leave it at equal rates. If f is the chance that it is full, σ its capture cross-section, ⟨v⟩ the mean thermal speed and n_c the density of free electrons, then

f/τ = σ⟨v⟩n_c(1−f),

where τ is the release time. Ignoring degeneracy factors of the trap, f/(1−f) = exp[(μ−E_t)/kT] and n_c = N_c exp[(μ−E_c)/kT], where μ is the chemical potential, E_t the trap level and E_c = E_t+E the band edge. Dividing removes μ:

1/τ = σ⟨v⟩N_c exp(−E/kT).

With N_c = 2(2πmkT/h²)^(3/2) and ⟨v⟩ = √(8kT/πm), the numerical factors multiply to 2 × 2π × √(2π×8/π) = 16π, and

σ⟨v⟩N_c = 16πσm(kT)²/h³.

For E = 1.0 eV, σ = 10⁻¹⁵ cm² and an effective mass m of 0.2 electron masses, τ is about 10⁶ s at 300 K and about 8 s at 423 K. Both are far longer than 4 ms.

The field of the trapped charge shortens these times. A full sheet above a conducting channel produces F = eN/ε = 1.0 MV/cm for a relative permittivity of 9. Over the 20 nm barrier this is a potential difference of 2.0 V. The field lets an electron gain part of the energy from heat and tunnel through the rest. Let D be the depth left to tunnel through. If the trap is neutral when empty, and the trapped charge is treated as a smooth sheet, the barrier is the triangle D−eFx, with x now measured along the escape path, and the semiclassical tunnelling exponent is

S = (2/ħ) ∫ √[2m(D−eFx)] dx = 4√(2m) D^(3/2)/(3ħeF),

with the integral taken from 0 to D/eF. Write S = A D^(3/2). At the full field A = 30.4 when D is in eV. The total exponent is

X(D) = (E−D)/kT + A D^(3/2).

Setting its derivative to zero gives √D = 2/(3AkT). Substitution gives D/kT = 4/[9A²(kT)³] and A D^(3/2) = 8/[27A²(kT)³], so

X = E/kT − 4/[27A²(kT)³],

valid while the best D does not exceed E. At 300 K, kT = 0.02585 eV and X = 38.7−9.3 = 29.4. With a deliberately high attempt rate of 10¹³ per second, τ = exp(29.4)/10¹³ s ≈ 0.6 s. At 423 K, X ≈ 24.1 and τ ≈ 3 ms. In this estimate, which keeps only the most likely tunnelling energy, the field's share is the second term of X: it shortens the release time by a factor exp(9.3) ≈ 10⁴ at 300 K and exp(3.3) ≈ 30 at 423 K. Adding the escapes at all other energies would raise these factors about 17-fold and 11-fold, which the high attempt rate more than covers. The rest of the change from the zero-field times comes from the attempt rate, which is about 200 times σ⟨v⟩N_c at 300 K and 90 times at 423 K. With both effects the release time at 423 K is comparable with t₀; with σ⟨v⟩N_c as the attempt rate it would be about 0.3 s, or about 0.03 s with the escapes at all energies added.

Filling with release obeys

dn/dt = N/t₀ − n/τ(n),

with F proportional to n. Growth stops at the density where the two terms on the right are equal. Finding this density numerically for the neutral-when-empty trap gives 6.2×10¹² cm⁻² at 300 K, above the target. Numerical integration of dn/(N/t₀−n/τ) then gives a fill time still equal to 4.0 ms to two figures. At 423 K the ceiling is 4.8×10¹² cm⁻², just below the target, which is therefore never reached in this smooth-sheet model with this attempt rate. A constant τ of 3 ms would have stopped the filling at about three quarters of N. The actual ceiling is higher because A varies as 1/n: a density 4 % below the target has a weaker field and a release time about 30 % longer. Both ceilings depend on the attempt rate: with σ⟨v⟩N_c in its place and the escapes at all energies added, they are about 7×10¹² cm⁻² at 300 K and 6×10¹² cm⁻² at 423 K, both above the target.

The smooth sheet overstates this release if the trapped electrons are evenly spaced. They are about 4.5 nm apart, which is comparable with the tunnelling distance. At the position of one of them, the others in the sheet push only sideways. With one permittivity everywhere, only the positive charge in the channel then pulls it downwards, with half the field, eN/(2ε). The full field is approached only several nanometres away. For even spacing, allowing for this makes the release times at the target density roughly 40 times longer at 300 K and 7 times longer at 423 K, and lifts the hot ceiling above the target. With irregular spacing, electrons that have close neighbours escape sooner. Air above the surface would weaken the field near the trap further and lengthen the release times of this kind of trap. The model therefore does not settle whether the target can be reached at 423 K.

A trap that is positive when empty is neutral when full. A full sheet of such traps has no net charge of its own, and eN/ε is then the change of field since the traps were empty. Taking it as the whole field, as is done here, assumes that fixed negative charge, such as polarisation charge at the surface, balances the empty traps. The emptied trap attracts the departing electron. The attraction adds −e²/(4πε_o x) to its energy, where ε_o is the optical permittivity, here 5 times that of vacuum, suited to a rapid escape. The sum eFx+e²/(4πε_o x) is smallest where its two terms are equal, and its value there is the lowering of the barrier:

ΔE = √[e³F/(πε_o)] = 0.34 eV.

Numerical minimisation of the total exponent with this barrier gives τ ≈ 3 ms at 300 K and 7 µs at 423 K. The ceilings are 4.9×10¹² and 1.2×10¹² cm⁻². With the high attempt rate, about three quarters of the target density cannot be held in the hot case, however long the gate leaks at 1 nA/mm. With σ⟨v⟩N_c as the attempt rate and the escapes at all energies added, the ceilings rise to about 5.6×10¹² and 3×10¹² cm⁻². The target is then reached at 300 K but still not at 423 K, where the shortfall is about 40 %. The air above the surface, ignored here, would strengthen the attraction and shorten both release times further.

These release times are orders of magnitude. They depend exponentially on trap depth and field, and the model leaves out the polarisation field, the applied field at the gate edge and self-heating. In the off state the channel near the gate may also be empty, so that eN/ε is a scale for the field and not its precise value.

**Beside a real transistor**

The channel density, barrier thickness and permittivity are rough values for an AlGaN/GaN high-electron-mobility transistor. A leakage of 1 nA/mm belongs to a gate with low leakage; leakier gates can carry thousands of times more. The trapped density is a severe case, since it equals half the channel density. The field of the sheet is about a third of a rough breakdown field of 3 MV/cm, before the applied field is added. Full capture is also open to doubt, because part of the gate current may pass through the barrier into the channel or the layers below. If one electron in a hundred stayed on the surface, the 4 ms would become 0.4 s without release. Over so long a time, release could delay the filling or stop it short of the target. The estimate is therefore best used with the current that actually reaches the surface traps, and with a release time known to be much longer than the filling time.

All numerical values are calculated from the stated model.
